\section*{Why Valley Repopulation Softens Shear in n-Type Germanium and Silicon}

\section*{Question}

Adding conduction electrons to germanium lowers the shear constant $C_{44}$, while adding them to silicon lowers $C_{11}-C_{12}$. Why do so few electrons affect the stiffness of a whole crystal, why is a different shear affected in each material, and how does the softening depend on the carrier density?

\section*{Answer}

\subsection*{The mechanism}

The conduction band of each material has several equivalent minima, or valleys. Germanium has four, with axes along $\langle111\rangle$; silicon has six, with axes along $\langle100\rangle$. Without strain they have equal energy and hold equal numbers of electrons. A shear that distinguishes their axes raises some valleys and lowers others. Electrons then move from the raised valleys to the lowered ones, and the free energy falls below the value it would have had with the populations fixed. The fall is quadratic in the strain, because both the splitting and the number of electrons transferred are linear in it. A negative quadratic term in the energy is a reduction of an elastic constant.

To make this quantitative, let $N$ be the electron density per unit volume of the unstrained crystal and $N_v$ the number of valleys. A small strain $e_{ab}$ shifts the edge of the valley with unit axis $\mathbf n_i$ by
\begin{equation}
u_i=\Xi_d\,\mathrm{Tr}\,e+\Xi_u\,\mathbf n_i\cdot e\cdot\mathbf n_i ,
\label{shift}
\end{equation}
where $\Xi_d$ and $\Xi_u$ are deformation potentials. The model keeps the effective masses fixed and the edge shifts linear in strain. It also takes all donors as ionised, so that $N$ is fixed by charge neutrality, and the strain as slow enough for scattering to keep the valleys in mutual equilibrium.

\subsection*{The energy released by the transfer}

Let $f(n,T)$ be the free energy per volume of one valley holding density $n$, with energies measured from its own edge. The electronic free energy is
\begin{equation}
F=\sum_i\left[f(n_i,T)+n_iu_i\right],\qquad \sum_i n_i=N .
\end{equation}
Minimising at fixed $N$ gives $f'(n_i)+u_i=\mu$: all valleys share one chemical potential. Without strain, $n_i=n_0=N/N_v$. The derivative $f'(n)$ is the chemical potential measured from the edge, so $f''(n_0)=1/g$, with $g=(\partial n/\partial\mu)_T$ for one valley. Writing $n_i=n_0+\delta n_i$ and expanding the equilibrium condition to first order,
\begin{equation}
\frac{\delta n_i}{g}+u_i=\delta\mu
\quad\Longrightarrow\quad
\delta n_i=g(\delta\mu-u_i).
\end{equation}
The sum of $\delta n_i$ must vanish, so $\delta\mu=\langle u\rangle$, the mean shift over the valleys. With $D=(\partial N/\partial\mu)_T=N_vg$ for the unstrained crystal,
\begin{equation}
\delta n_i=-\frac{D}{N_v}\left(u_i-\langle u\rangle\right).
\label{transfer}
\end{equation}
Now expand $F$ to second order. The term $f'(n_0)\sum_i\delta n_i$ vanishes because the total is fixed, and this also removes any second-order part of $\delta n_i$. What remains is
\begin{align}
\delta F&=n_0\sum_iu_i+\sum_iu_i\,\delta n_i+\frac1{2g}\sum_i\delta n_i^2 \nonumber\\
&=N\langle u\rangle-D\,\mathrm{Var}(u)+\tfrac12D\,\mathrm{Var}(u)\nonumber\\
&=N\langle u\rangle-\tfrac12D\,\mathrm{Var}(u),
\label{master}
\end{align}
where $\mathrm{Var}(u)=\langle u^2\rangle-\langle u\rangle^2$. The second line uses $\sum_iu_i(u_i-\langle u\rangle)=\sum_i(u_i-\langle u\rangle)^2=N_v\mathrm{Var}(u)$.

The two variance terms have separate meanings. Moving electrons to lower edges gains $D\,\mathrm{Var}(u)$. Making the populations unequal costs half as much, through kinetic energy and entropy. The net change is negative because $D>0$. If the populations are frozen, $\delta n_i=0$ and both terms disappear: in this model the softening is due to the transfer and not to the edge shifts themselves.

\subsection*{Which shear is softened}

For a cubic crystal the shear $e_{xy}=e_{yx}=\gamma/2$ costs an elastic energy $\tfrac12C_{44}\gamma^2$ per volume. The volume-conserving strain $e_{xx}=e$, $e_{yy}=-e$ costs
\begin{equation}
\tfrac12C_{11}(e^2+e^2)+C_{12}(e)(-e)=(C_{11}-C_{12})e^2 .
\end{equation}

In germanium the valley axes are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. Under the first shear,
\begin{equation}
u_i=\Xi_u(2e_{xy}n_xn_y)=\Xi_u\gamma\,n_xn_y=\pm\tfrac13\Xi_u\gamma ,
\end{equation}
with two valleys of each sign. Thus $\langle u\rangle=0$ and $\mathrm{Var}(u)=\Xi_u^2\gamma^2/9$. Equating $\tfrac12\delta C_{44}\gamma^2$ to $-\tfrac12D\,\Xi_u^2\gamma^2/9$ gives
\begin{equation}
\delta C_{44}=-\frac{\Xi_u^2}{9}D\qquad(\langle111\rangle\text{ valleys}).
\label{ge}
\end{equation}
The second strain gives $u_i=\Xi_ue(n_x^2-n_y^2)=0$ for every valley. Repopulation therefore leaves $C_{11}-C_{12}$ of germanium unchanged.

In silicon the roles are reversed. For axes along $\langle100\rangle$ the product $n_xn_y$ vanishes, so the first shear moves no valley. The second moves the $x$, $y$ and $z$ pairs by $\Xi_ue$, $-\Xi_ue$ and $0$. Hence $\langle u\rangle=0$, $\mathrm{Var}(u)=2\Xi_u^2e^2/3$, and equating $\delta(C_{11}-C_{12})e^2$ to $-\tfrac12D\,(2\Xi_u^2e^2/3)$ gives
\begin{equation}
\delta(C_{11}-C_{12})=-\frac{\Xi_u^2}{3}D\qquad(\langle100\rangle\text{ valleys}).
\label{si}
\end{equation}

The separate constants of silicon show where this change comes from. A uniaxial strain $e_{xx}=e$ shifts one third of the valleys by an extra $\Xi_ue$, so $\mathrm{Var}(u)=(\tfrac13-\tfrac19)\Xi_u^2e^2=\tfrac29\Xi_u^2e^2$ and $\delta C_{11}=-\tfrac29\Xi_u^2D$. A dilation shifts all valleys equally and has zero variance, so $\delta(C_{11}+2C_{12})=0$ and $\delta C_{12}=+\tfrac19\Xi_u^2D$. The difference reproduces (\ref{si}), and repopulation leaves the bulk modulus unchanged. (The bulk modulus of the carrier gas itself, of order $Nk_BT$ or $NE_F$, is left out of the model; it is smaller than $\Xi_u^2D$ by a factor of order $(k_BT/\Xi_u)^2$ or $(E_F/\Xi_u)^2$.) Here the constants are second derivatives of the free energy at the unstrained reference; the term $N\langle u\rangle$, linear in a dilation, is a stress and not a stiffness. A free crystal relaxes under this stress, and the anharmonicity of the lattice then shifts each constant by about $(dC/dP)\,N(\Xi_d+\Xi_u/3)$. For the bulk modulus, with $dB/dP\approx4$ and $\Xi_d+\Xi_u/3\approx5$ eV, this is 0.03 to 0.04 GPa at $10^{19}$ cm$^{-3}$: far more than the carrier-gas term, but only a few percent of the repopulation changes found below at 300 K.

These results hold for isothermal strain, whereas sound is closer to adiabatic. For the two shears there is no difference at this order. The energy at fixed entropy $S_0$ is the stationary value of $F(T,\gamma)+TS_0$ with respect to $T$. Since $F$ has no term linear in shear at any temperature, the temperature changes only by order $\gamma^2$; because the expression is stationary in $T$, this alters the energy only at order $\gamma^4$.

\subsection*{How the softening depends on density}

It remains to find $D$. Each valley is an ellipsoid with longitudinal mass $m_l$ and transverse mass $m_t$. Rescaling the wave vector by $k_\parallel=\sqrt{m_l/m_d}\,q_\parallel$ and $k_\perp=\sqrt{m_t/m_d}\,q_\perp$ makes the energy $\hbar^2q^2/2m_d$. The volume element is unchanged if $m_d=(m_lm_t^2)^{1/3}$, so the valley has the density of states of a sphere with this mass. Put $x=\hbar^2q^2/(2m_dk_BT)$ and $\eta=\mu/k_BT$, with $\mu$ measured from the unstrained edge. Counting both spins,
\begin{align}
\frac N{N_v}&=\frac1{2\pi^2}\left(\frac{2m_dk_BT}{\hbar^2}\right)^{3/2}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}
=N_cF_{1/2}(\eta),\\
N_c&=2\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2},\qquad
F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .
\end{align}
In $dF_{1/2}/d\eta$ the derivative of the Fermi function with respect to $\eta$ is minus that with respect to $x$. Integration by parts and $\Gamma(\tfrac32)=\tfrac12\Gamma(\tfrac12)$ then give $dF_{1/2}/d\eta=F_{-1/2}$. Therefore
\begin{equation}
D=\frac{N_vN_c}{k_BT}F_{-1/2}(\eta)=\frac N{k_BT}\,\frac{F_{-1/2}(\eta)}{F_{1/2}(\eta)} .
\label{D}
\end{equation}

\textit{Dilute carriers.} For $e^\eta\ll1$, $F_j\simeq e^\eta-2^{-(j+1)}e^{2\eta}$. The ratio in (\ref{D}) becomes $1-(2^{-1/2}-2^{-3/2})e^\eta=1-2^{-3/2}e^\eta$, and to this order $e^\eta$ may be replaced by $N/(N_vN_c)$:
\begin{equation}
D\simeq\frac N{k_BT}\left(1-\frac{N}{2^{3/2}N_vN_c}\right).
\end{equation}
The leading softening is proportional to $N/T$. Every electron can respond, and thermal energy sets the resistance to transfer.

\textit{Degenerate carriers.} For $k_BT\ll E_F$ the valleys are filled to
\begin{equation}
E_F=\frac{\hbar^2}{2m_d}\left(\frac{3\pi^2N}{N_v}\right)^{2/3}.
\end{equation}
Since $N\propto E_F^{3/2}$,
\begin{equation}
D\simeq\frac{3N}{2E_F}\propto N^{1/3}N_v^{2/3}.
\end{equation}
The softening now grows only as $N^{1/3}$ and is independent of temperature at leading order, because the electrons that change valley lie near the Fermi surface. With equal $\Xi_u$, $m_d$ and $N$, the ratio of the silicon-type change to the germanium-type change rises from $3$ in the dilute limit to $3(6/4)^{2/3}$ in the degenerate limit. The extra factor arises because six valleys are filled less deeply than four.

\subsection*{The numbers}

To isolate the effect of valley geometry, take the same round parameters for both sets of valleys: $\Xi_u=10$ eV, $m_l=1.0\,m_e$ and $m_t=0.2\,m_e$, so $m_d=0.342\,m_e$. Let the carrier-free $C_{44}$ and $C_{11}-C_{12}$ each be 100 GPa; a change in GPa is then also a change in percent. The results describe two models with the valley directions of germanium and silicon, not fits to those materials.

At $N=10^{19}$ cm$^{-3}$ and 300 K, $k_BT=0.02585$ eV. For the four $\langle111\rangle$ valleys, neutrality gives $\eta=-0.522$ and a ratio $F_{-1/2}/F_{1/2}=0.852$, so
\begin{equation}
D=0.852\times\frac{10^{19}}{0.02585}=3.30\times10^{20}\ \mathrm{eV^{-1}\,cm^{-3}} .
\end{equation}
Since 1 eV cm$^{-3}$ is $1.602\times10^{-22}$ GPa, equation (\ref{ge}) gives
\begin{equation}
\delta C_{44}=-\frac{10^2}{9}(3.30\times10^{20})(1.602\times10^{-22})
=-0.59\ \mathrm{GPa}.
\end{equation}
This is the sum of an edge-energy gain of $-1.17$ GPa and an intrinsic cost of $+0.59$ GPa, in the proportion required by (\ref{master}).

The number of electrons transferred is proportional to the strain. At $\gamma=10^{-4}$ the edges shift by $\pm3.33\times10^{-4}$ eV. By (\ref{transfer}), the two raised valleys together lose
\begin{equation}
2\,\frac D4\,\frac{\Xi_u\gamma}{3}=\frac{D\,\Xi_u\gamma}{6}
=5.5\times10^{16}\ \mathrm{cm^{-3}},
\end{equation}
or 0.55\% of the carriers. This fraction scales with $\gamma$, whereas the change of stiffness does not depend on it. A modest carrier density is visible in the stiffness because $\Xi_u$ is large compared with $k_BT$: in the dilute limit each carrier contributes $\Xi_u^2/(9k_BT)$ to the reduction of $C_{44}$, an energy far above $\Xi_u$ itself.

For the six $\langle100\rangle$ valleys, $D=3.47\times10^{20}$ eV$^{-1}$ cm$^{-3}$, and (\ref{si}) gives $\delta(C_{11}-C_{12})=-1.85$ GPa. It consists of $\delta C_{11}=-1.23$ GPa and $\delta C_{12}=+0.62$ GPa. The variation with density is as follows, where $p=d\ln|\delta C|/d\ln N$ is the local exponent.

\begin{center}
\begin{tabular}{cccccc}
\hline
$N$ & $T$ & $\delta C_{44}$ & $p$ & $\delta(C_{11}-C_{12})$ & $p$\\
(cm$^{-3}$) & (K) & (GPa) & & (GPa) & \\
\hline
$10^{17}$ & 300 & $-0.0069$ & 1.00 & $-0.021$ & 1.00\\
$10^{18}$ & 300 & $-0.068$ & 0.98 & $-0.20$ & 0.99\\
$10^{19}$ & 300 & $-0.59$ & 0.85 & $-1.85$ & 0.90\\
$10^{20}$ & 300 & $-2.69$ & 0.45 & $-9.94$ & 0.52\\
$10^{19}$ & 10 & $-1.36$ & 0.34 & $-5.33$ & 0.34\\
$10^{20}$ & 10 & $-2.93$ & 0.33 & $-11.5$ & 0.33\\
\hline
\end{tabular}
\end{center}

At 300 K the exponent falls from 1 towards $1/3$ as the valleys fill. The six-valley model stays closer to the dilute law because each of its valleys holds fewer electrons at the same $N$. Cooling from 300 K to 10 K more than doubles $|\delta C_{44}|$ at $10^{19}$ cm$^{-3}$, but raises it by only about 9\% at $10^{20}$ cm$^{-3}$, where the gas is already partly degenerate at 300 K. In the last row the degenerate formula can be used directly: with $E_F=0.0912$ eV, $\delta C_{44}=-\Xi_u^2N/(6E_F)=-2.93$ GPa. The ratio of the two softenings there is 3.93, as the valley count predicts.

Equations (\ref{ge}) and (\ref{si}) were tested against second differences of a free energy computed at finite strain, with neutrality solved numerically. They agree to within 3 parts in $10^4$ at the four combinations of density and temperature tested. The program asserts this bound without printing the individual differences; its output gives the tabulated values to more figures.

\subsection*{Where the result fails}

\textit{Large strain.} The expansion requires splittings small compared with $k_BT$ for dilute carriers, or with $E_F$ for degenerate ones. The dilute $\langle111\rangle$ case can be solved without expanding. There $n_i=N_ce^{(\mu-u_i)/k_BT}$, and the four valleys sum to $N=4N_ce^{\mu/k_BT}\cosh w$ with $w=\Xi_u\gamma/(3k_BT)$. The pressure of a classical gas is $Nk_BT$, so $F=N\mu-Nk_BT$ and
\begin{equation}
\delta F=-Nk_BT\ln\cosh w,\qquad
\frac{\partial^2\delta F}{\partial\gamma^2}=-\frac{N\Xi_u^2}{9k_BT}\,\frac1{\cosh^2w}.
\end{equation}
At $w=0$ this is the dilute form of (\ref{ge}). For $w\gg1$ the raised valleys are empty, no further transfer is possible, and the softening disappears.

\textit{Fast strain.} If a uniform strain oscillates too quickly for electrons to change valley, the populations are frozen and the softening is lost. A sound wave behaves differently, because the shift of each valley alternates in sign along the wave and electrons can move within their own valley from raised to lowered regions. For a $C_{44}$ wave along $[100]$ with $\langle111\rangle$ valleys these flows carry no net charge. In the diffusive regime the relaxation rate is $r=1/\tau+D_eq^2$, with $\tau$ the intervalley time, $D_e$ the diffusion constant and $q=\omega/v$ for sound velocity $v$, and the fraction of the softening kept is $1/(1+\omega^2/r^2)$. Its smallest value over frequency is $1/(1+\tau v^2/4D_e)$: for $v=3.55\times10^5$ cm/s and $D_e=25$ cm$^2$/s this is 0.99 at $\tau=10^{-11}$ s and 0.44 at $\tau=10^{-9}$ s, and the softening returns at higher frequency.

\textit{Bound carriers.} Electrons held on donors do not follow (\ref{D}). The 10 K entries therefore assume doping heavy enough for the carriers to remain metallic. At 300 K and doping near $10^{18}$ cm$^{-3}$ part of the donors can also be neutral, so $N$ must be read as the density of free electrons and not as the doping.

\textit{Higher minima.} The model keeps only one set of equivalent valleys. At $10^{20}$ cm$^{-3}$ the Fermi energy is of order 0.1 eV, and germanium has other conduction minima at comparable heights above its $\langle111\rangle$ valleys. Electrons entering them are not counted here, so the entries at this density should not be carried over to germanium. Some of these minima lie along $\langle100\rangle$, and electrons in them soften $C_{11}-C_{12}$ of germanium by the silicon mechanism.

\textit{Other effects of strain and doping.} Strain can also change the masses and shift the edges at second order. If the mean edge shift contains a term $Ae^2$, the free energy gains $NAe^2$. Relative to the repopulation term, of order $D\,\Xi_u^2e^2$, this is of order $Ak_BT/\Xi_u^2$ for dilute carriers and $AE_F/\Xi_u^2$ for degenerate ones, so it matters more as the valleys fill. Such terms need not vanish for the shears that leave the valleys degenerate. Nor need $A$ be as small as $\Xi_u$. In silicon the shear $e_{xy}$ couples the two conduction bands that meet at the X point near the $z$ valleys. A two-band estimate with a coupling of 14 eV gives a mean edge shift of about $-32\,\gamma^2$ eV and $\delta C_{44}\approx-0.2$ GPa at $2\times10^{19}$ cm$^{-3}$ and room temperature, about a sixth of the repopulation change of $(C_{11}-C_{12})/2$ for $\Xi_u=9$ eV. A decrease of $C_{44}$ of this order is observed in n-type silicon; it does not contradict the mechanism, but it has another cause. The donor atoms also alter the lattice itself, and a comparison of doped with pure crystals includes that change.

\section*{Computed results}
\begin{verbatim}
Inputs: xi_u = 10.0 eV, xi_d = 2.0 eV
Masses: long 1.0, trans 0.2, DOS 0.3420 m_e
Carrier-free C44 and C11-C12, each: 100 GPa
kT at 300 K: 0.02585 eV
N_c per valley at 300 K: 5.0188e+18 cm^-3
Model <111>, C44: N (cm^-3), T (K), mu/kT, kT*D/N,
  change (GPa), change (%), local exponent in N
  1e+17  300    -5.300   0.9982   -0.00687   -0.0069  0.9982
  1e+18  300    -2.982   0.9827   -0.06767   -0.0677  0.9827
  1e+19  300    -0.522   0.8520   -0.58670   -0.5867  0.8540
  1e+20  300     3.260   0.3905   -2.68876   -2.6888  0.4539
  1e+19   10    22.755   0.0657   -1.35745   -1.3574  0.3355
  1e+20   10   105.780   0.0142   -2.92898   -2.9290  0.3334
  E_F at 1e20 cm^-3, T=0: 0.09116 eV
Model <100>, C11-C12: N (cm^-3), T (K), mu/kT, kT*D/N,
  change (GPa), change (%), local exponent in N
  1e+17  300    -5.706   0.9988   -0.02063   -0.0206  0.9988
  1e+18  300    -3.393   0.9884   -0.20419   -0.2042  0.9884
  1e+19  300    -0.986   0.8958   -1.85055   -1.8506  0.8967
  1e+20  300     2.325   0.4809   -9.93542   -9.9354  0.5205
  1e+19   10    17.346   0.0860   -5.33008   -5.3301  0.3371
  1e+20   10    80.721   0.0186  -11.51356  -11.5136  0.3335
  E_F at 1e20 cm^-3, T=0: 0.06957 eV
At N = 1e19 cm^-3 and T = 300 K:
  D, <111> model: 3.2957e+20 eV^-1 cm^-3
  D, <100> model: 3.4651e+20 eV^-1 cm^-3
  <111> edge shift at shear 1e-04: +/-3.333e-04 eV
  <111> electrons transferred: 5.4926e+16 cm^-3
  <111> fraction transferred: 0.5493 %
  <111> edge-energy part: -1.1734 GPa
  <111> intrinsic part: +0.5867 GPa
  <111> frozen populations: 0.000000 GPa (magnitude)
  <100> edge-energy part: -3.7007 GPa
  <100> intrinsic part: +1.8502 GPa
  <100> frozen populations: 0.000000 GPa (magnitude)
  <100> separate changes: C11 -1.2337 GPa, C12 +0.6168 GPa
Softening ratio <100>/<111>, 1e16 cm^-3, 300 K: 3.0002
Softening ratio <100>/<111>, 1e20 cm^-3, 10 K: 3.9309
\end{verbatim}
